\section*{Lifetime of a thin, pinned water droplet evaporating by diffusion}

\section*{Problem}

After a rinse, a small water drop is left on a thick, flat aluminium plate in still air at $25\,^\circ$C and 40 percent relative humidity. The drop touches the plate over a disc of radius $R=0.50$ mm, and its surface meets the plate at the contact angle $\theta_0=10^\circ$. The edge of the drop is pinned: it stays in place while the drop dries.

Use these rough values: saturation pressure of water $p_s=24.0$ Torr, diffusivity of water vapour in air $D=0.25$ cm$^2$/s, density of water $\rho=1000$ kg/m$^3$, molar mass of water $M=18.0$ g/mol.

\begin{enumerate}
\item Find the volume of a thin drop in terms of $R$ and its contact angle $\theta$.
\item Find the rate at which the drop loses mass by vapour diffusion.
\item Derive the lifetime and evaluate it.
\item Find how the lifetime changes if the edge lets go at a receding angle $\theta_r<\theta_0$.
\item Estimate the largest effects that the calculation leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{1. Shape and volume}

If gravity is weak, the pressure in the liquid is nearly uniform, and so is the pressure jump across the surface. This jump equals the surface tension times the curvature (the sum of the two principal curvatures), so the curvature is uniform too, and the drop on its circular base is a spherical cap. The measure of gravity is the Bond number $\rho gR^2/\gamma$. With a surface tension $\gamma$ of roughly 72 mN/m it is 0.034, so the cap is a good approximation.

Let the sphere have radius $R_s=R/\sin\theta$. At distance $r$ from the axis the height of the cap is
\begin{equation}
h(r)=\sqrt{R_s^2-r^2}-\sqrt{R_s^2-R^2},
\end{equation}
which vanishes at $r=R$. For a thin drop $R_s\gg R$, and each root can be expanded, $\sqrt{R_s^2-r^2}\simeq R_s-r^2/(2R_s)$. With $1/R_s\simeq\theta/R$, where $\theta$ is in radians,
\begin{equation}
h(r)\simeq\frac{R^2-r^2}{2R_s}\simeq\frac{R\theta}{2}\left(1-\frac{r^2}{R^2}\right).
\label{h}
\end{equation}
The volume is
\begin{equation}
V=\int_0^R 2\pi r\,h\,dr=\pi R\theta\left(\frac{R^2}{2}-\frac{R^4}{4R^2}\right)=\frac{\pi R^3\theta}{4}.
\label{V}
\end{equation}
Since $R$ is fixed, the drop dries by becoming flatter: $V$ is proportional to $\theta$.

\subsection*{2. Evaporation rate}

\paragraph{The vapour problem.} Let $c$ be the mass of vapour per volume of air. Next to the liquid the air is saturated, $c=c_s$; far away $c=Hc_s$, with $H=0.40$. The driving difference is
\begin{equation}
\Delta c=c_s(1-H).
\end{equation}
Vapour spreads over the distance $R$ in a time of order $R^2/D=10$ ms. If the drop lives much longer than this, as will be confirmed, the vapour near it is at each moment in a steady state, and $\nabla^2c=0$. No vapour passes through the dry plate. Because the drop is thin, its surface may be replaced, to leading order in $\theta$, by the flat disc $r<R$.

\paragraph{A point source on the plate.} Suppose a point of the plate emits vapour at the mass rate $q$. The vapour spreads evenly through half-spheres of area $2\pi s^2$, where $s$ is the distance from the source. Hence $-D\,(dc/ds)\,2\pi s^2=q$, and the added density is
\begin{equation}
c=\frac{q}{2\pi Ds}.
\label{point}
\end{equation}
Its gradient points along the radius from the source. Elsewhere on the plate this direction lies in the plate, so the source causes no flux through the plate there. Sources spread over the disc with mass flux $j(r)$ therefore give the flux $j(r)$ on the disc and none through the dry plate. What remains is to choose $j$ so that $c$ is uniform on the disc.

\paragraph{A trial flux.} Try
\begin{equation}
j(r)=\frac{A}{\sqrt{R^2-r^2}}
\end{equation}
with constant $A$. Take any point $P$ in the disc, and describe the other points by polar coordinates $(s,\varphi)$ about $P$. The area element is $s\,ds\,d\varphi$, and its factor $s$ cancels the $1/s$ of \eqref{point}. Pair each direction with its opposite, so that $s$ runs over a whole chord through $P$, from $s_-<0$ to $s_+>0$, while $\varphi$ runs from $0$ to $\pi$:
\begin{equation}
c(P)-Hc_s=\frac{A}{2\pi D}\int_0^\pi d\varphi\int_{s_-}^{s_+}\frac{ds}{\sqrt{R^2-r^2}}.
\end{equation}
Along the chord, $R^2-r^2$ is a quadratic in $s$ with leading term $-s^2$, and it vanishes at both ends. So it equals $(s_+-s)(s-s_-)$. Let $m$ be the midpoint of the chord and $b$ half its length, and put $s=m+b\sin u$. Then
\begin{equation}
(s_+-s)(s-s_-)=b^2(1-\sin^2u)=b^2\cos^2u,
\end{equation}
and with $ds=b\cos u\,du$ the inner integral becomes
\begin{equation}
\int_{-\pi/2}^{\pi/2}\frac{b\cos u}{b\cos u}\,du=\pi .
\end{equation}
This holds for every chord and every $P$. The outer integral gives another factor $\pi$, and
\begin{equation}
c(P)-Hc_s=\frac{A}{2\pi D}\,\pi^2=\frac{\pi A}{2D},
\end{equation}
which is indeed uniform. Setting it equal to $\Delta c$ gives $A=2D\Delta c/\pi$, so
\begin{equation}
j(r)=\frac{2D\,\Delta c}{\pi\sqrt{R^2-r^2}} .
\label{j}
\end{equation}

\paragraph{No other solution.} Let $w$ be the difference of two solutions. It satisfies $\nabla^2w=0$, so $\nabla\cdot(w\nabla w)=|\nabla w|^2$, and the volume integral of $|\nabla w|^2$ equals the surface integral of $w\,\partial w/\partial n$. On the disc $w=0$; on the dry plate $\partial w/\partial n=0$. On a distant half-sphere $w\,\partial w/\partial n$ falls as $1/s^3$ while the area grows as $s^2$. At the rim $w\,\partial w/\partial n$ stays finite for fluxes no more singular than \eqref{j}, and a thin tube around the rim has vanishing area. Hence $\nabla w=0$ everywhere and $w=0$.

\paragraph{Total rate.} Integrating \eqref{j} over the disc,
\begin{equation}
-\frac{dm}{dt}=\int_0^R2\pi r\,j\,dr
=4D\Delta c\left[-\sqrt{R^2-r^2}\right]_0^R=4DR\,\Delta c .
\label{rate}
\end{equation}
The flux grows without limit at the rim, but its integral is finite. The rate is proportional to the radius and not to the area: a wider drop has more surface, but the density gradient above it, of order $\Delta c/R$, is weaker. The rate does not contain $\theta$, so it stays constant while a pinned thin drop flattens.

\subsection*{3. Lifetime}

The mass is $m=\rho V$. With \eqref{V} and \eqref{rate},
\begin{equation}
\frac{\pi\rho R^3}{4}\frac{d\theta}{dt}=-4DR\,\Delta c
\quad\Longrightarrow\quad
\frac{d\theta}{dt}=-\frac{16D\,\Delta c}{\pi\rho R^2}.
\end{equation}
The right side is constant, so the angle falls linearly, $\theta=\theta_0(1-t/\tau)$, and reaches zero at
\begin{equation}
\boxed{\;\tau=\frac{\pi\rho R^2\theta_0}{16\,D\,c_s(1-H)}\;}
\label{tau}
\end{equation}

\paragraph{Numbers.} The ideal gas law gives the saturated vapour density. With 1 Torr $=133.3$ Pa,
\begin{equation}
c_s=\frac{p_sM}{R_{\rm gas}T}=\frac{(24.0\times133.3)(0.0180)}{(8.314)(298.15)}\ \frac{\rm kg}{\rm m^3}=23.2\ \frac{\rm g}{\rm m^3},
\end{equation}
and $\Delta c=0.60\,c_s=13.9$ g/m$^3$. The angle is $\theta_0=0.1745$ rad. The initial height at the centre is $R\theta_0/2=43.6\ \mu$m, and the volume is
\begin{equation}
V_0=\frac{\pi(0.50\ {\rm mm})^3(0.1745)}{4}=0.0171\ {\rm mm^3}=17.1\ {\rm nL},
\end{equation}
a mass of $17.1\ \mu$g. The rate is
\begin{equation}
4DR\,\Delta c=4(2.5\times10^{-5})(5.0\times10^{-4})(0.01394)\ \frac{\rm kg}{\rm s}=0.697\ \frac{\mu\rm g}{\rm s}.
\end{equation}
Therefore
\begin{equation}
\tau=\frac{17.13\ \mu{\rm g}}{0.697\ \mu{\rm g/s}}=24.6\ {\rm s}\quad(0.41\ {\rm min}).
\end{equation}
Since $p_s$ and $D$ are rough, this means about 25 s. It is far longer than $R^2/D=10$ ms, as the steady vapour problem requires.

\paragraph{Reading the formula.} With the drop and temperature held fixed, the lifetime is 14.7 s in dry air and 73.7 s at 80 percent humidity. It diverges as $H\to1$, where nothing drives the vapour away. At fixed initial angle, $\tau$ grows as $R^2$. At fixed initial volume, $\tau=\rho V_0/(4DR\,\Delta c)$ falls as $1/R$: spreading the same water more widely dries it sooner.

\paragraph{Flow inside the drop.} Evaporation is strongest at the rim, where the drop is thinnest. Let $x=1-r^2/R^2$. By \eqref{j}, the part of the evaporation that occurs outside radius $r$ is
\begin{equation}
\frac{1}{4DR\,\Delta c}\int_r^R2\pi r'j\,dr'=\frac{\sqrt{R^2-r^2}}{R}=\sqrt{x}.
\end{equation}
By \eqref{h}, and with $2\pi r\,dr=-\pi R^2dx$, the liquid outside $r$ has volume
\begin{equation}
\int_0^x\frac{R\theta}{2}\,x'\,\pi R^2\,dx'=\frac{\pi R^3\theta}{4}\,x^2=Vx^2 .
\end{equation}
As $\theta$ falls, the thinning of the outer region thus supplies only the fraction $x^2$ of the whole drop's loss, while the fraction $\sqrt{x}$ evaporates there. The difference, $\sqrt{x}-x^2>0$ for $0<x<1$, must flow in from the centre. This net outward flow carries dissolved material towards the pinned edge, which is why a drying rinse drop can leave a ring. The balance fixes only the flow averaged over the depth. The surface is coldest at the centre (part 5), where the surface tension is therefore highest, so on a perfectly clean surface a circulation is added, inward along the surface and outward along the plate. With $d\gamma/dT\simeq-0.15$ mN/(m\,K) and a viscosity of 0.89 mPa\,s, its surface speed at $r=0.7R$ is initially of order 0.1 mm/s, about ten times that of the evaporation-driven flow, and it can weaken the ring. Traces of surface contamination often suppress this circulation in water.

\subsection*{4. If the edge lets go}

Suppose the edge is pinned until the angle has fallen to $\theta_r$, and then retreats at that constant angle. The pinned stage lasts $\tau(1-\theta_r/\theta_0)$, because $\theta$ falls linearly. Afterwards the contact radius $a(t)$ shrinks, with $V=\pi a^3\theta_r/4$ and rate $4Da\Delta c$:
\begin{equation}
\frac{3\pi\rho\,\theta_r}{4}\,a^2\frac{da}{dt}=-4Da\,\Delta c
\quad\Longrightarrow\quad
\frac{d(a^2)}{dt}=2a\frac{da}{dt}=-\frac{32D\,\Delta c}{3\pi\rho\,\theta_r}.
\end{equation}
The square of the radius falls linearly from $R^2$ to zero, which takes
\begin{equation}
\frac{3\pi\rho R^2\theta_r}{32D\,\Delta c}=\frac32\,\frac{\theta_r}{\theta_0}\,\tau .
\end{equation}
The sum of the two stages is
\begin{equation}
\tau'=\tau\left(1-\frac{\theta_r}{\theta_0}+\frac32\frac{\theta_r}{\theta_0}\right)=\tau\left(1+\frac{\theta_r}{2\theta_0}\right).
\end{equation}
A retreating drop lives longer because its rate falls with its radius. For an assumed $\theta_r=5^\circ$ the factor is 1.25 and the lifetime 30.7 s. If the edge never pins, $\theta_r=\theta_0$ and the factor is $3/2$.

\subsection*{5. What the calculation leaves out}

\paragraph{Finite angle.} For a cap of finite height the vapour problem was solved numerically by boundary elements: the cap and its mirror image in the plate are divided into rings of uniform flux, chosen so that $c=c_s$ at the middle of each ring. The time to dry was then summed over small steps of angle, using the full cap volume. The lifetime is 0.991 of \eqref{tau} for $\theta_0=10^\circ$ and 0.999 for $1^\circ$, so the thin-drop formula is about 1 percent too long here.

\paragraph{Outward gas flow.} The vapour leaving the drop pushes the gas mixture outwards. Let $x_v$ be the mole fraction of vapour and $n$ the total moles per volume. The air has no net flux, so the molar flux of vapour obeys $\mathbf N=x_v\mathbf N-nD\nabla x_v$, or
\begin{equation}
\mathbf N=-\frac{nD\nabla x_v}{1-x_v}=nD\,\nabla\ln(1-x_v).
\end{equation}
In the steady state $\ln(1-x_v)$ therefore satisfies Laplace's equation with uniform values on the disc and far away. The solution above carries over, and the rate is multiplied by
\begin{equation}
\frac{\ln[(1-x_\infty)/(1-x_s)]}{x_s-x_\infty},\qquad x_s=\frac{24}{760},\quad x_\infty=Hx_s,
\end{equation}
at an air pressure of 760 Torr. This raises the rate by 2.3 percent.

\paragraph{The distant air.} Far from the drop, \eqref{point} with $q=4DR\,\Delta c$ gives an excess density $\ell\,\Delta c/s$, where $\ell=2R/\pi=0.318$ mm. Suppose draughts hold the air at $Hc_s$ from a distance $L\gg R$ outwards. The far field is then $B(1/s-1/L)$, so the drop sees a background lower by $B/L$. Its driving difference is $\Delta c+B/L$, hence $B=\ell(\Delta c+B/L)$, and
\begin{equation}
B=\frac{\ell\,\Delta c}{1-\ell/L}.
\end{equation}
For an assumed $L=10$ mm the rate rises by 3.3 percent.

In unbounded still air the far field is instead still spreading. It is $(\ell\Delta c/s)\,{\rm erfc}[s/(2\sqrt{Dt})]$, because $s$ times the density obeys the one-dimensional diffusion equation. Near the drop ${\rm erfc}\,z\simeq1-2z/\sqrt\pi$, so the background is lower by $\ell\Delta c/\sqrt{\pi Dt}$. To leading order the rate is higher by the fraction $\ell/\sqrt{\pi Dt}$, whose mean over the lifetime is
\begin{equation}
\frac1\tau\int_0^\tau\frac{\ell\,dt}{\sqrt{\pi Dt}}=\frac{2\ell}{\sqrt{\pi D\tau}},
\end{equation}
or 1.4 percent. The two estimates describe different surroundings and are not to be added.

\paragraph{Cooling.} Evaporation takes up the latent heat $L_h$, roughly 2.44 MJ/kg. If all of it comes up through the liquid, of conductivity $k_w\simeq0.60$ W/(m\,K), the temperature drop across the liquid is, by \eqref{h} and \eqref{j},
\begin{equation}
\frac{L_h\,j\,h}{k_w}=\frac{L_hD\,\Delta c\,\theta_0}{\pi k_w}\sqrt{1-\frac{r^2}{R^2}},
\end{equation}
at most 0.079 K, at the centre. In the plate, heat flows to the disc with the same distribution as $j$, so the disc solution applies with $D$ replaced by the conductivity $k_{\rm Al}\simeq240$ W/(m\,K). The plate surface under the drop cools by $L_hD\Delta c/k_{\rm Al}=0.0035$ K. By the Clapeyron equation and the gas law, $c_s$ changes by the fraction
\begin{equation}
\frac{1}{c_s}\frac{dc_s}{dT}=\frac{L_hM}{R_{\rm gas}T^2}-\frac1T ,
\end{equation}
which is 5.6 percent per kelvin. Division by $1-H$ turns this into a change of $\Delta c$. Even if the whole surface were as cold as its centre, the rate would fall by only about 0.8 percent.

Here the metal matters. A poorer conductor cools more, in inverse proportion to its conductivity in this linear estimate. A thick plate with the conductivity of water would cool by up to $0.0035\times240/0.60=1.4$ K, and the same linear estimate gives a rate lower by up to about $1.4\times5.6/0.60\simeq13$ percent. The actual loss would be somewhat smaller, because the cooling slows the evaporation that causes it, and because such a plate takes seconds to cool.

\paragraph{Buoyancy and curvature.} Moist air is lighter than dry air. With molar mass 29 g/mol and kinematic viscosity 0.15 cm$^2$/s for air, the Grashof number $gR^3(\delta\rho/\rho_{\rm air})/\nu^2$ is 0.039, so buoyant flow is weak near the drop. Farther out, buoyancy matters more. Currents there are not calculated here; by bringing room air closer they can raise the rate somewhat. The curved surface raises the vapour pressure by the fraction $2\gamma\theta_0M/(R\rho R_{\rm gas}T)=3.6\times10^{-7}$, which is negligible.

\paragraph{A real rinse drop.} An angle of $10^\circ$ supposes a clean, well-wetted aluminium surface; contamination can make it much larger, and the thin-drop formula then loses accuracy. Pinning is uncertain too: release at $5^\circ$ lengthens the life by 25 percent, more than any of the other effects estimated for this drop on aluminium. Forced air flow breaks the still-air assumption. If it brings the room air to within a distance comparable with $R$, the estimate for $L\gg R$ no longer holds, and the drop must be treated with the flow included. Dissolved salts, which lower the vapour pressure as they concentrate, can also delay the last stage of drying.
